\section*{Short-Range Alloy Scattering of Electrons in Group-IV Alloys, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from random atoms to a scattering rate}

In a crystalline alloy the atoms sit on a regular lattice, but the two species are distributed over its sites at random. An electron wave that would travel freely through a periodic crystal is scattered by this disorder. The problem is to find the scattering rate, to see which properties of the alloy set it, and to obtain the resulting mobility.

The alloy is A$_{1-x}$B$_x$ in a crystal of volume $\mathcal V$ containing $N$ atoms. The volume per atom is $\Omega=\mathcal V/N$. In the diamond structure the cubic cell of edge $a$ holds eight atoms, so $\Omega=a^3/8$. Three assumptions hold at the start:
\begin{itemize}
\item The atoms occupy ideal lattice sites $\mathbf R_j$, and each site is filled independently, by B with probability $x$ and by A with probability $1-x$.
\item The electron potential is a sum of atomic potentials $v_A$ or $v_B$, which are real, spherical and independent of spin.
\item The difference $\Delta v=v_B-v_A$ has a range of about one atom.
\end{itemize}
Static displacements of the atoms and charge transfer between them are thus left out, except so far as they can be absorbed into an effective $\Delta v$.

\subsection*{(a) Separate the disorder from the average crystal}

\textbf{Question.} Split the potential into a periodic part and a fluctuation with zero mean. Find the mean product of the fluctuations at two sites.

\textbf{Solution.} Let $c_j=1$ if site $j$ holds a B atom and $c_j=0$ if it holds an A atom. The potential is
\begin{equation}
V(\mathbf r)=\sum_j\left[v_A(\mathbf r-\mathbf R_j)+c_j\,\Delta v(\mathbf r-\mathbf R_j)\right].
\end{equation}
The mean of $c_j$ is $\langle c_j\rangle=1\cdot x+0\cdot(1-x)=x$. Writing $c_j=x+(c_j-x)$ gives
\begin{align}
V(\mathbf r)&=V_0(\mathbf r)+\delta V(\mathbf r),\\
V_0(\mathbf r)&=\sum_j\left[v_A(\mathbf r-\mathbf R_j)+x\,\Delta v(\mathbf r-\mathbf R_j)\right],\\
\delta V(\mathbf r)&=\sum_j(c_j-x)\,\Delta v(\mathbf r-\mathbf R_j).
\end{align}
The part $V_0$ puts the same averaged atom on each site. It is periodic and is called the virtual crystal. Its eigenstates are Bloch waves, which do not decay. The scattering comes from $\delta V$.

Since $c_j$ is 0 or 1, $c_j^2=c_j$. For a single site,
\begin{equation}
\langle(c_j-x)^2\rangle=\langle c_j\rangle-2x\langle c_j\rangle+x^2=x-2x^2+x^2=x(1-x).
\end{equation}
For two different sites independence lets the average factor, and each factor vanishes:
\begin{equation}
\langle(c_j-x)(c_l-x)\rangle=\langle c_j-x\rangle\langle c_l-x\rangle=0,\qquad j\ne l.
\end{equation}
Both cases are contained in
\begin{equation}
\langle(c_j-x)(c_l-x)\rangle=x(1-x)\,\delta_{jl}.
\label{eq:corr}
\end{equation}
This variance vanishes for pure A and for pure B, as it must, because both are periodic. It is the same when $x$ and $1-x$ are exchanged, because it measures uncertainty about the species and not the amount of either one.

\subsection*{(b) Define the potential contrast}

\textbf{Question.} Find the matrix element of one atomic difference $\Delta v$ between two Bloch states. Show how it depends on the crystal volume and on the position of the atom, and define from it a contrast $U$ with the unit of energy.

\textbf{Solution.} Normalize the Bloch states to one electron in $\mathcal V$:
\begin{equation}
\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt{\mathcal V}}\,e^{i\mathbf k\cdot\mathbf r}w_{\mathbf k}(\mathbf r),
\end{equation}
where $w_{\mathbf k}$ is periodic and $|w_{\mathbf k}|^2$ has mean value one. Put $\mathbf q=\mathbf k-\mathbf k'$ and measure position from the atom, $\mathbf r=\mathbf R_j+\mathbf s$. Then
\begin{align}
\langle\mathbf k'|\Delta v_j|\mathbf k\rangle
&=\frac1{\mathcal V}\int e^{i\mathbf q\cdot\mathbf r}w^*_{\mathbf k'}(\mathbf r)w_{\mathbf k}(\mathbf r)\Delta v(\mathbf r-\mathbf R_j)\,d^3r\nonumber\\
&=\frac{e^{i\mathbf q\cdot\mathbf R_j}}{\mathcal V}\int e^{i\mathbf q\cdot\mathbf s}w^*_{\mathbf k'}(\mathbf R_j+\mathbf s)w_{\mathbf k}(\mathbf R_j+\mathbf s)\Delta v(\mathbf s)\,d^3s.
\end{align}
The last integral has the unit energy times volume. Because $w$ is periodic, the integral can depend on the sublattice of site $j$ but not on the cell in which it lies. Call it $\Omega U_j$:
\begin{equation}
\langle\mathbf k'|\Delta v_j|\mathbf k\rangle=\frac{\Omega}{\mathcal V}\,U_j\,e^{i\mathbf q\cdot\mathbf R_j}.
\label{eq:U}
\end{equation}
If $w$ were equal to one and $\mathbf q$ small, $U$ would be $\Omega^{-1}\int\Delta v\,d^3s$, the potential difference averaged over one atomic volume. The Bloch factors weight this average by where the electron is.

The diamond structure has two sublattices, exchanged by inversion about the middle of a bond. Put the origin there. For a nondegenerate band without spin--orbit coupling, inversion and complex conjugation both turn $\mathbf k$ into $-\mathbf k$, so $\psi_{\mathbf k}(-\mathbf r)$ equals $\psi^*_{\mathbf k}(\mathbf r)$ up to a constant phase. Changing $\mathbf r$ to $-\mathbf r$ in the matrix element for an atom at $-\mathbf R_j$, and using that $\Delta v$ is even and real, gives
\begin{align}
\int\psi^*_{\mathbf k'}(\mathbf r)\Delta v(\mathbf r+\mathbf R_j)\psi_{\mathbf k}(\mathbf r)\,d^3r
&=\int\psi^*_{\mathbf k'}(-\mathbf r)\Delta v(\mathbf r-\mathbf R_j)\psi_{\mathbf k}(-\mathbf r)\,d^3r\nonumber\\
&=e^{i\phi}\left[\int\psi^*_{\mathbf k'}(\mathbf r)\Delta v(\mathbf r-\mathbf R_j)\psi_{\mathbf k}(\mathbf r)\,d^3r\right]^*.
\end{align}
The two sublattices therefore have the same modulus $|U_j|=|U|$, though their phases may differ.

Short range has a definite use here. Within one conduction valley $w_{\mathbf k}$ changes little, and $|\mathbf q|$ times the range of $\Delta v$ is small. Then $U$ hardly depends on $\mathbf k$ and $\mathbf k'$, and it is treated as a constant. This needs $U$ not to be small through cancellation: if $\Delta v$ changes sign within the atom and its weighted average nearly vanishes, $U$ can vary strongly even within one valley. Between two valleys $\mathbf q$ is large and $w_{\mathbf k'}$ differs from $w_{\mathbf k}$. The contrast then has another value, and where it is small it can vary strongly with $\mathbf k$ and $\mathbf k'$. For each pair of valleys it is replaced below by one root-mean-square value.

For $\mathbf k'=\mathbf k$ there is a link with band energies. Replacing all $N$ atoms A by B on a rigid lattice shifts the level, to first order, by $N(\Omega/\mathcal V)U=U$. A measured band-edge offset also contains lattice relaxation, strain and charge transfer, and it says nothing direct about transitions between valleys. It is therefore not automatically the $U$ of the scattering problem.

\subsection*{(c) Average the squared matrix element}

\textbf{Question.} Add the contributions of all sites and average the squared modulus over the random occupations. Why does the volume per atom appear, and not that of the primitive cell?

\textbf{Solution.} From Eq.~\eqref{eq:U}, the full matrix element is
\begin{equation}
M=\langle\mathbf k'|\delta V|\mathbf k\rangle=\frac{\Omega}{\mathcal V}\sum_j(c_j-x)U_je^{i\mathbf q\cdot\mathbf R_j}.
\end{equation}
Its squared modulus is a double sum. The average acts on the occupations, and Eq.~\eqref{eq:corr} leaves the terms with $j=l$:
\begin{align}
\langle|M|^2\rangle
&=\frac{\Omega^2}{\mathcal V^2}\sum_{j,l}\langle(c_j-x)(c_l-x)\rangle U_jU_l^*e^{i\mathbf q\cdot(\mathbf R_j-\mathbf R_l)}\nonumber\\
&=\frac{\Omega^2}{\mathcal V^2}\,x(1-x)\sum_j|U_j|^2
=\frac{\Omega^2}{\mathcal V^2}\,x(1-x)\,N|U|^2.
\end{align}
With $N=\mathcal V/\Omega$,
\begin{equation}
\langle|M|^2\rangle=x(1-x)|U|^2\frac{\Omega}{\mathcal V}.
\label{eq:M2}
\end{equation}
All phases have gone, including those that distinguish the sublattices. The waves scattered from different atoms interfere in a given sample, but the interference terms average to zero.

The power of $\Omega$ has a simple origin. Each site has strength $U\Omega$, whose square is proportional to $\Omega^2$, and the number of sites per volume is $1/\Omega$. The product is proportional to $\Omega$ at fixed $U$. The independent random units are atoms. Using the diamond primitive cell, which holds two atoms, with the same $U$ would double the result.

The count can be seen in explicit samples. A diamond crystal of $3\times3\times3$ cubic cells, with 216 atoms, was filled at random 8000 times with $x=0.20$. The same $U$ was used on both sublattices. The mean of $|M|^2$ over these samples and three wavevector changes, $(1,0,0)$, $(2,1,0)$ and $(3,1,2)$ in units of $2\pi/3a$, was 0.998 times Eq.~\eqref{eq:M2}.

\subsection*{(d) Sum over the final states}

\textbf{Question.} Find the rate at which an electron of energy $E$ leaves its Bloch state. State which density of states enters and what is held fixed when the factors are called proportional.

\textbf{Solution.} Let the electron start in $\mathbf k$ at time zero, and let $\varepsilon=E_{\mathbf k'}-E$. First-order perturbation theory gives the amplitude in $\mathbf k'$ and its squared modulus as
\begin{equation}
b(t)=-\frac{i}{\hbar}M\int_0^te^{i\varepsilon s/\hbar}\,ds,\qquad
|b(t)|^2=|M|^2\,\frac{4\sin^2(\varepsilon t/2\hbar)}{\varepsilon^2}.
\end{equation}
The last factor is a peak of width about $\hbar/t$ around $\varepsilon=0$. From $\int_{-\infty}^{\infty}\sin^2(\beta\varepsilon)\,\varepsilon^{-2}d\varepsilon=\pi\beta$ with $\beta=t/2\hbar$, its area is $2\pi t/\hbar$. When the peak is narrow compared with the energy over which the density of states changes, it acts as $(2\pi t/\hbar)\delta(\varepsilon)$. Dividing by $t$ gives the golden rule,
\begin{equation}
\frac1{\tau(E)}=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\langle|M|^2\rangle\,\delta(E_{\mathbf k'}-E).
\end{equation}
The time $t$ must also be short compared with $\tau$, so that the initial state is still nearly full. The two demands are compatible if $\hbar/\tau\ll E$, with $E$ measured from the band edge.

Since $\delta V$ does not act on spin, the final state has the spin of the initial one. For valley $v$ define the density of states per volume for one spin,
\begin{equation}
g_v(E)=\frac1{\mathcal V}\sum_{\mathbf k'\in v}\delta(E_{\mathbf k'}-E).
\end{equation}
Inserting Eq.~\eqref{eq:M2}, with contrast $U_v$ for final valley $v$, cancels $\mathcal V$:
\begin{equation}
\frac1{\tau(E)}=\frac{2\pi}{\hbar}\,x(1-x)\,\Omega\sum_v|U_v|^2g_v(E).
\label{eq:general}
\end{equation}
If all reachable valleys have the same contrast, and $g=\sum_vg_v$, this becomes
\begin{equation}
\boxed{\frac1{\tau(E)}=\frac{2\pi}{\hbar}\,x(1-x)\,U^2\,\Omega\,g(E)}
\label{eq:rate}
\end{equation}
Here $U$ stands for $|U|$. The unit is right: $1/\hbar$ is one over energy times time, $U^2$ is energy squared, and $\Omega g$ is one over energy.

Each proportionality holds with the other factors fixed. Along a real series of alloys $U$, $\Omega$, the masses and even the lowest valley can change with $x$, so the measured rate need not be a parabola with its top at $x=1/2$. For small $x$ the density of B atoms is $n_B=x/\Omega$ and the rate becomes $(2\pi/\hbar)n_B(U\Omega)^2g$, that of independent impurities of strength $U\Omega$.

\subsection*{(e) Watch the decay on a lattice}

\textbf{Question.} Apply the result to a simple cubic lattice with one state per site and compare it with the motion of a wave through explicit disorder.

\textbf{Solution.} Take $\hbar$, the hopping energy and the site volume as one. The band is $E=-2(\cos k_x+\cos k_y+\cos k_z)$, and the fluctuation at site $j$ is $U(c_j-x)$. Equation~\eqref{eq:rate} predicts a survival probability of the initial Bloch wave that falls as $e^{-\Gamma t}$, with
\begin{equation}
\Gamma=2\pi x(1-x)U^2\rho(E),
\end{equation}
where $\rho$ is the density of states per site. It was found by counting states within 0.1 of $E$ on a fine mesh of wavevectors.

The wave was propagated on $24^3$ sites by the split-operator method, in which hopping and potential act in turn, with time step 0.125. The survival probability was averaged over ten random arrangements of fixed composition. The slope of its logarithm between $t=4$ and $t=10$ gave the measured rate. The greatest speed along an axis is 2, so a wave needs $t=12$ to go round the periodic lattice, which is longer than the run.
\begin{center}
\begin{tabular}{ccccc}
$x$ & $U$ & $E$ & measured $\Gamma$ & formula\\
0.5 & 0.4 & 0 & 0.0363 & 0.0359\\
0.1 & 0.4 & 0 & 0.0127 & 0.0129\\
0.5 & 0.6 & 0 & 0.0832 & 0.0808\\
0.5 & 0.4 & $-4$ & 0.0123 & 0.0122
\end{tabular}
\end{center}
The first two rows change the composition, the first and third the contrast, and the first and fourth the density of states. The largest difference, in the third row, is 3\% of the formula. Sampling noise and higher orders in $U$ can both contribute to it, and these runs do not separate them. The site volume was not varied here; its role rests on the count in part (c).

\section*{Second half: mobility, numbers and limits}

The alloy has a fraction $x$ of B atoms, volume $\Omega$ per atom and potential contrast $U$. The density of states $g_v(E)$ counts states of one spin in valley $v$, per volume and energy, and $g$ is its sum over reachable valleys. For independent site occupation, weak scattering and equal contrast in all these valleys, the first half gave
\begin{equation}
\frac1{\tau(E)}=\frac{2\pi}{\hbar}\,x(1-x)\,U^2\,\Omega\,g(E).
\label{eq:rate2}
\end{equation}
The fluctuation at a site is $u=U(c-x)$, where $c=1$ for B and $c=0$ for A, and $\langle u^2\rangle=x(1-x)U^2$. The wavevector change is $\mathbf q$.

The scattering rate has now been derived for independent site occupation and weak scattering, and compared with wave decay on a disordered lattice. What remains is to find the density of states of an ellipsoidal valley and the mobility, to put in numbers, and to examine where the simple rate fails.

Numbers in the example were calculated in double precision.
